# Why Herringbone Wrinkles Can Beat Parallel Ones under Equibiaxial Compression: verification in Python

```python
"""
Why herringbone wrinkles can beat parallel wrinkles under equibiaxial compression.

Result under test: for a film (stretching stiffness Y, bending stiffness B,
Poisson ratio nu) on springs (normal K, tangential Kt per area), compressed by
a misfit eps in both directions, every pattern obeys
    U >= U_min = 2 Nc eps - (1-nu) Nc^2 / Y,   Nc = 2 sqrt(K B),
parallel wrinkles lie above U_min by Y (eps-eps_c)^2 / 2, eps_c = (1-nu) Nc/Y,
and a herringbone approaches U_min as its arms get longer (for Kt = 0).

Scaled units in the solver: length (B/K)^(1/4), membrane force sqrt(K B),
strain sqrt(K B)/Y, energy per area K B / Y.  Then Y = B = K = 1 and Nc = 2.
"Excess" always means (U - U_min) / (Y (eps-eps_c)^2 / 2): stripes have 1.
w is the deflection, (ux, uy) the in-plane displacement.
"""
import numpy as np
from scipy.fft import rfft2, irfft2
from scipy.optimize import minimize, minimize_scalar
from scipy.constants import giga, micro

# ---------------------------------------------------------------- parameters
young = 2.0 * giga          # Pa
nu = 0.3
thickness = 1.0 * micro     # m
K_normal = 4.0e10           # N/m^3
K_tangent = 1.0e10          # N/m^3
misfit = 0.015

Y_film = young * thickness
B_film = young * thickness**3 / (12 * (1 - nu**2))
force_unit = np.sqrt(K_normal * B_film)
length_unit = (B_film / K_normal) ** 0.25
strain_unit = force_unit / Y_film
energy_unit = K_normal * B_film / Y_film
kt_scaled = K_tangent * length_unit**2 / Y_film

NC = 2.0
EPS_C = (1 - nu) * NC
C = 1 / (1 - nu**2)
PERIOD = 2 * np.pi * np.sqrt(2)     # repeat along x of 45-degree wrinkles
KX = 1 / np.sqrt(2)


def u_min(eps):
    return 2 * NC * eps - (1 - nu) * NC**2


def excess(energy, eps):
    return (energy - u_min(eps)) / (0.5 * (eps - EPS_C) ** 2)


def membrane(exx, eyy, exy):
    return 0.5 * C * (exx**2 + eyy**2 + 2 * nu * exx * eyy
                      + 2 * (1 - nu) * exy**2)


class Cell:
    """Periodic cell; w keeps so few harmonics that products do not alias."""

    def __init__(self, nx, ny, lx, ly, kt=0.0, lock_shuffle=False):
        self.shape, self.kt, self.lock = (nx, ny), kt, lock_shuffle
        self.lx, self.ly = lx, ly
        mx = np.rint(np.fft.fftfreq(nx) * nx)[:, None]
        my = np.rint(np.fft.rfftfreq(ny) * ny)[None, :]
        self.kx, self.ky = 2 * np.pi * mx / lx, 2 * np.pi * my / ly
        self.k2 = self.kx**2 + self.ky**2
        self.mask = (abs(mx) <= nx // 4 - 1) & (abs(my) <= ny // 4 - 1)
        self.k2_safe = np.where(self.k2 == 0, 1.0, self.k2)
        self.x = (np.arange(nx) * lx / nx)[:, None]
        self.y = (np.arange(ny) * ly / ny)[None, :]

    def back(self, f_hat):
        return irfft2(f_hat, s=self.shape)

    def to_hat(self, w):
        return rfft2(w * np.ones(self.shape)) * self.mask

    def evaluate(self, w_hat, eps, details=False):
        kx, ky, k2 = self.kx, self.ky, self.k2_safe
        wx, wy = self.back(1j * kx * w_hat), self.back(1j * ky * w_hat)
        pxx, pyy = rfft2(0.5 * wx**2), rfft2(0.5 * wy**2)
        pxy = rfft2(0.5 * wx * wy)
        sxx, syy = C * (pxx + nu * pyy), C * (pyy + nu * pxx)
        sxy = C * (1 - nu) * pxy
        fx, fy = 1j * (kx * sxx + ky * sxy), 1j * (kx * sxy + ky * syy)
        along = (kx * fx + ky * fy) / k2
        stiff_l = C * k2 + self.kt
        stiff_t = C * (1 - nu) / 2 * k2 + self.kt
        ux = kx * along / stiff_l + (fx - kx * along) / stiff_t
        uy = ky * along / stiff_l + (fy - ky * along) / stiff_t
        if self.lock:                       # forbid row-averaged sideways motion
            ux[0, :] = 0
        exx_hat, eyy_hat = pxx + 1j * kx * ux, pyy + 1j * ky * uy
        exx, eyy = self.back(exx_hat) - eps, self.back(eyy_hat) - eps
        exy = self.back(pxy + 0.5j * (kx * uy + ky * ux))
        nxx, nyy = C * (exx + nu * eyy), C * (eyy + nu * exx)
        nxy = C * (1 - nu) * exy
        w, lap = self.back(w_hat), self.back(-self.k2 * w_hat)
        normal = 0.5 * np.mean(lap**2 + w**2)
        stretch = np.mean(membrane(exx, eyy, exy))
        shear = 0.0
        if self.kt > 0:
            shear = 0.5 * self.kt * np.mean(self.back(ux)**2 + self.back(uy)**2)
        energy = normal + stretch + shear
        if details:
            uniform = membrane(exx.mean(), eyy.mean(), exy.mean())
            return dict(energy=energy, extra=stretch - uniform, anchor=shear,
                        nxx=nxx.mean(), nyy=nyy.mean(), height=abs(w).max(),
                        shuffle=abs(self.back(ux).mean(axis=0)).max())
        flux_x, flux_y = rfft2(nxx * wx + nxy * wy), rfft2(nxy * wx + nyy * wy)
        slope_hat = (self.k2**2 + 1) * w_hat - 1j * (kx * flux_x + ky * flux_y)
        return energy, slope_hat * self.mask

    def relax(self, w_start, eps, maxiter=300):
        scale = self.mask / np.sqrt(1 + self.k2**2 + eps * self.k2)
        count = self.shape[0] * self.shape[1]

        def objective(v):
            w_hat = scale * rfft2(v.reshape(self.shape))
            energy, slope_hat = self.evaluate(w_hat, eps)
            return count * energy, self.back(scale * slope_hat).ravel()

        inverse = np.where(self.mask, 1 / np.where(self.mask, scale, 1.0), 0.0)
        v0 = self.back(inverse * self.to_hat(w_start)).ravel()
        found = minimize(objective, v0, jac=True, method="L-BFGS-B",
                         options=dict(maxiter=maxiter, maxcor=20,
                                      ftol=1e-12, gtol=1e-5))
        return scale * rfft2(found.x.reshape(self.shape))


def herringbone(n_arm, eps, kt, points=24):
    """Relaxed herringbone; each arm is n_arm * PERIOD wide."""
    arm = n_arm * PERIOD
    cell = Cell(points, 2 * n_arm * points, PERIOD, 2 * arm, kt)
    zigzag = arm / np.pi * np.arcsin(0.97 * np.sin(np.pi * cell.y / arm))
    start = np.sqrt(8 * (eps - EPS_C)) * np.cos(KX * (cell.x + zigzag))
    w_hat = cell.relax(start, eps)
    info = cell.evaluate(w_hat, eps, details=True)
    info["excess"] = excess(info["energy"], eps)
    w = cell.back(w_hat)
    power = 0.0
    for fx in (np.cos(KX * cell.x), np.sin(KX * cell.x)):
        for fy in (np.cos(KX * cell.y), np.sin(KX * cell.y)):
            power += 4 * np.mean(w * fx * fy) ** 2
    info["share"] = power / np.mean(w**2)
    info["w_hat"], info["cell"] = w_hat, cell
    return info


eps = misfit / strain_unit
delta = eps - EPS_C
rng = np.random.default_rng(4)

# ------------------------------------------ lower bound from its definition
def relaxed_mean_energy(p):
    root = np.array([[p[0], 0.0], [p[1], p[2]]])
    relief = root @ root.T                     # any positive semidefinite tensor
    return (membrane(relief[0, 0] - eps, relief[1, 1] - eps, relief[0, 1])
            + NC * np.trace(relief))

brute = min(minimize(relaxed_mean_energy, rng.normal(size=3) + 1.5).fun
            for _ in range(5))
assert abs(brute / u_min(eps) - 1) < 1e-6

probe = Cell(24, 24, PERIOD, PERIOD)
for size in (0.3, 1.0, 3.0, 6.0, 10.0):
    field_hat = probe.to_hat(rng.normal(size=probe.shape)) / (1 + probe.k2**2)
    field_hat *= size / np.std(probe.back(field_hat))
    assert probe.evaluate(field_hat, eps)[0] > u_min(eps)

# gradient used by the minimiser against a finite difference
base = probe.to_hat(rng.normal(size=probe.shape)) / (1 + probe.k2**2)
push = probe.to_hat(rng.normal(size=probe.shape)) / (1 + probe.k2**2)
step = 1e-4
numeric = (probe.evaluate(base + step * push, eps)[0]
           - probe.evaluate(base - step * push, eps)[0]) / (2 * step)
analytic = np.mean(probe.back(probe.evaluate(base, eps)[1]) * probe.back(push))
assert abs(numeric - analytic) < 1e-5 * (1 + abs(analytic))

# ------------------------------------------------- parallel wrinkles, relaxed
def stripes(kt):
    cell = Cell(16, 4, 2 * np.pi, 2 * np.pi, kt)
    w_hat = cell.relax(2.0 * np.cos(cell.x) + 0.3 * np.cos(2 * cell.x + 0.4), eps)
    return cell.evaluate(w_hat, eps, details=True)

stripe_free, stripe_tied = stripes(0.0), stripes(kt_scaled)
stripe_formula = 0.5 * eps**2 + (1 + nu) * NC * eps - (1 - nu**2) * NC**2 / 2
assert abs(stripe_free["energy"] / stripe_formula - 1) < 1e-6
assert abs(excess(stripe_free["energy"], eps) - 1) < 1e-5
assert abs(stripe_free["nxx"] + NC) < 1e-2
assert abs(stripe_free["nyy"] + eps + nu * NC) < 1e-2

# --------------------------------------------------------------- checkerboard
checker_hat = probe.to_hat(np.cos(KX * (probe.x + probe.y))
                           + np.cos(KX * (probe.x - probe.y)))
best_amp = minimize_scalar(lambda a: probe.evaluate(a * checker_hat, eps)[0],
                           bounds=(0.1, 4 * np.sqrt(delta)), method="bounded",
                           options=dict(xatol=1e-8)).x
checker = probe.evaluate(best_amp * checker_hat, eps, details=True)
checker_excess = excess(checker["energy"], eps)
assert abs(checker_excess - 2 / (3 - nu)) < 1e-5
assert abs(checker["extra"] / (0.5 * (best_amp**2 / 4) ** 2) - 1) < 1e-6

# ----------------------------------- herringbone without tangential anchoring
free = {n: herringbone(n, eps, 0.0) for n in (1, 2, 4)}
assert all(f["excess"] > 0 for f in free.values())
assert free[4]["excess"] < free[2]["excess"] < free[1]["excess"] < 1
kink_ratio = 4 * free[4]["excess"] / (2 * free[2]["excess"])
assert 0.75 < kink_ratio < 1.33                 # cost per kink line is constant
assert free[4]["share"] < 0.75                  # it is still a herringbone
assert max(-free[4]["nxx"], -free[4]["nyy"]) < 0.5 * (-stripe_free["nyy"])
assert free[4]["extra"] < 0.5 * checker["extra"]

# control: same shape, amplitude re-optimised, sideways shuffle forbidden
source = free[4]["cell"]
locked = Cell(*source.shape, source.lx, source.ly, 0.0, lock_shuffle=True)
locked_energy = minimize_scalar(
    lambda s: locked.evaluate(s * free[4]["w_hat"], eps)[0],
    bounds=(0.2, 1.3), method="bounded").fun
locked_excess = excess(locked_energy, eps)
assert locked_excess > 0.8 and locked_excess > 2 * free[4]["excess"]

# -------------------------------------- herringbone with tangential anchoring
tied = {n: herringbone(n, eps, kt_scaled) for n in (1, 2, 3, 4, 6)}
best_n = min(tied, key=lambda n: tied[n]["excess"])
best = tied[best_n]
assert best["excess"] < 0.5 and best["energy"] < stripe_tied["energy"]
assert 1 < best_n < 6
anchor_rise = tied[4]["excess"] - free[4]["excess"]
anchor_formula = (kt_scaled * (2 * delta) ** 2 * (4 * PERIOD) ** 2 / 24
                  / (0.5 * delta**2))
assert 0.5 < anchor_rise / anchor_formula < 1.1  # formula takes sharp kinks
gamma = free[4]["excess"] * 0.5 * delta**2 * 4 * PERIOD
arm_predicted = (12 * gamma / (kt_scaled * (2 * delta) ** 2)) ** (1 / 3)
assert abs(arm_predicted / PERIOD - best_n) < 1.3  # widths tried are discrete

finer = herringbone(2, eps, kt_scaled, points=36)
assert abs(finer["excess"] - tied[2]["excess"]) < 0.02

# --------------------------------------------- role of the compression strength
scan = {m: herringbone(2, m / strain_unit, kt_scaled)
        for m in (0.0022, 0.004, 0.008)}
scan[misfit] = tied[2]
levels = [scan[m]["excess"] for m in sorted(scan)]
assert all(a > b for a, b in zip(levels, levels[1:]))

# --------------------------------------------------------------------- output
um = length_unit / micro
height_um = um * np.sqrt(strain_unit)
print(f"Young modulus {young/giga:.1f} GPa, Poisson ratio {nu}")
print(f"film thickness {thickness/micro:.1f} um, misfit {100*misfit:.2f} %")
print(f"normal spring K {K_normal:.1e} N/m^3, tangential {K_tangent:.1e} N/m^3")
print(f"stretching stiffness Y {Y_film:.1f} N/m")
print(f"bending stiffness B {B_film:.4e} N m")
print(f"critical force Nc {NC*force_unit:.3f} N/m")
print(f"critical misfit {100*EPS_C*strain_unit:.4f} %")
print(f"misfit / critical misfit {eps/EPS_C:.3f}")
print(f"length (B/K)^(1/4) {um:.3f} um")
print(f"wrinkle wavelength {2*np.pi*um:.2f} um")
print(f"repeat along kink line {PERIOD*um:.2f} um")
print(f"scaled anchoring Kt l^2/Y {kt_scaled:.3e}")
print("energies per area, Kt = 0:")
print(f"  flat film {eps**2/(1-nu)*energy_unit:.5f} J/m^2")
print(f"  parallel wrinkles {stripe_free['energy']*energy_unit:.5f} J/m^2")
print(f"  checkerboard {checker['energy']*energy_unit:.5f} J/m^2")
print(f"  herringbone, 4-repeat arms {free[4]['energy']*energy_unit:.5f} J/m^2")
print(f"  lower bound {u_min(eps)*energy_unit:.5f} J/m^2")
print(f"  stripe excess Y(eps-eps_c)^2/2 {0.5*delta**2*energy_unit:.5f} J/m^2")
print("compressive mean forces, Kt = 0 (N/m):")
print(f"  flat, both directions {eps/(1-nu)*force_unit:.2f}")
print(f"  stripes across {-stripe_free['nxx']*force_unit:.2f}, "
      f"along crests {-stripe_free['nyy']*force_unit:.2f}")
print(f"  herringbone x {-free[4]['nxx']*force_unit:.2f}, "
      f"y {-free[4]['nyy']*force_unit:.2f}")
print("excess energy relative to that of stripes (stripes = 1):")
print(f"  checkerboard {checker_excess:.4f}")
for n, f in free.items():
    print(f"  Kt=0, arm {n*PERIOD*um:.1f} um: {f['excess']:.4f}, "
          f"harmonic share {f['share']:.3f}")
print(f"  excess*arm, 4 over 2 repeats: {kink_ratio:.3f}")
print(f"  shuffle forbidden, 4 repeats: {locked_excess:.4f}")
print(f"  stripes with anchoring {excess(stripe_tied['energy'], eps):.4f}")
for n, f in tied.items():
    print(f"  anchored, arm {n*PERIOD*um:.1f} um: {f['excess']:.4f}")
print(f"  finer grid, 2 repeats anchored: {finer['excess']:.4f}")
print(f"anchoring rise, 4 repeats: computed {anchor_rise:.4f}, "
      f"sharp-kink formula {anchor_formula:.4f}")
print(f"kink line energy {gamma*energy_unit*length_unit:.3e} J/m")
print(f"predicted best arm {arm_predicted*um:.1f} um, "
      f"best of those tried {best_n*PERIOD*um:.1f} um")
unit = 0.5 * delta**2
print("best anchored herringbone, parts of its excess:")
print(f"  nonuniform stretching {best['extra']/unit:.4f}")
print(f"  tangential springs {best['anchor']/unit:.4f}")
print(f"  remainder {best['excess']-(best['extra']+best['anchor'])/unit:.4f}")
print(f"  checkerboard stretching for comparison {checker['extra']/unit:.4f}")
print(f"  peak deflection {best['height']*height_um:.3f} um")
print(f"  peak sideways shuffle {best['shuffle']*um*strain_unit:.3f} um")
print(f"  energy {best['energy']*energy_unit:.5f} J/m^2, anchored stripes "
      f"{stripe_tied['energy']*energy_unit:.5f} J/m^2")
print(f"compression scan, anchored, arm {2*PERIOD*um:.1f} um:")
for m in sorted(scan):
    print(f"  misfit {100*m:.2f} %: excess {scan[m]['excess']:.4f}, "
          f"harmonic share {scan[m]['share']:.3f}")
print("all assertions hold")
```

Output:

```
Young modulus 2.0 GPa, Poisson ratio 0.3
film thickness 1.0 um, misfit 1.50 %
normal spring K 4.0e+10 N/m^3, tangential 1.0e+10 N/m^3
stretching stiffness Y 2000.0 N/m
bending stiffness B 1.8315e-10 N m
critical force Nc 5.413 N/m
critical misfit 0.1895 %
misfit / critical misfit 7.917
length (B/K)^(1/4) 8.226 um
wrinkle wavelength 51.69 um
repeat along kink line 73.09 um
scaled anchoring Kt l^2/Y 3.383e-04
energies per area, Kt = 0:
  flat film 0.64286 J/m^2
  parallel wrinkles 0.32389 J/m^2
  checkerboard 0.27937 J/m^2
  herringbone, 4-repeat arms 0.15467 J/m^2
  lower bound 0.15214 J/m^2
  stripe excess Y(eps-eps_c)^2/2 0.17175 J/m^2
compressive mean forces, Kt = 0 (N/m):
  flat, both directions 42.86
  stripes across 5.41, along crests 31.62
  herringbone x 5.42, y 5.64
excess energy relative to that of stripes (stripes = 1):
  checkerboard 0.7407
  Kt=0, arm 73.1 um: 0.0713, harmonic share 0.498
  Kt=0, arm 146.2 um: 0.0313, harmonic share 0.479
  Kt=0, arm 292.4 um: 0.0147, harmonic share 0.469
  excess*arm, 4 over 2 repeats: 0.940
  shuffle forbidden, 4 repeats: 1.0110
  stripes with anchoring 1.0001
  anchored, arm 73.1 um: 0.0818
  anchored, arm 146.2 um: 0.0698
  anchored, arm 219.3 um: 0.0984
  anchored, arm 292.4 um: 0.1393
  anchored, arm 438.6 um: 0.0730
  finer grid, 2 repeats anchored: 0.0698
anchoring rise, 4 repeats: computed 0.1246, sharp-kink formula 0.1425
kink line energy 7.392e-07 J/m
predicted best arm 108.9 um, best of those tried 146.2 um
best anchored herringbone, parts of its excess:
  nonuniform stretching 0.0068
  tangential springs 0.0365
  remainder 0.0266
  checkerboard stretching for comparison 0.5487
  peak deflection 2.729 um
  peak sideways shuffle 1.782 um
  energy 0.16414 J/m^2, anchored stripes 0.32391 J/m^2
compression scan, anchored, arm 146.2 um:
  misfit 0.22 %: excess 0.5421, harmonic share 0.719
  misfit 0.40 %: excess 0.1768, harmonic share 0.523
  misfit 0.80 %: excess 0.0968, harmonic share 0.494
  misfit 1.50 %: excess 0.0698, harmonic share 0.488
all assertions hold
```
